Spectral moments from nested commutators and the high-frequency expansion of G

**1. Definitions and conventions**

Units are ħ = 1 with energies in Ry, so a time is in 1/Ry. The Hamiltonian H does not depend on time and conserves the particle number N. Time evolution uses

K = H − μN, c(t) = e^{iKt} c e^{−iKt},

so every frequency below is an energy measured from the chemical potential μ. The operator c annihilates a fermion in one normalized orbital, hence {c,c†} = 1. Square brackets are commutators, [X,Y] = XY − YX, and braces are anticommutators, {X,Y} = XY + YX.

Averages ⟨X⟩ = Tr(ρX) are taken in a stationary state, [ρ,K] = 0; a thermal state is one example. Then ρ and K have common eigenstates |m⟩, with K|m⟩ = E_m|m⟩, ρ|m⟩ = p_m|m⟩, p_m ≥ 0 and Σ_m p_m = 1.

For Im z > 0 the Green's function is

G(z) = −i ∫₀^∞ dt e^{izt} C(t), C(t) = ⟨{c(t),c†}⟩. (1)

One symbol stands for "commute with K from the right":

L X = [X,K], L²X = [[X,K],K], and so on.

The statement to be shown is

M_n ≡ ∫ dω ωⁿ A(ω) = ⟨{Lⁿc, c†}⟩, (2)

G(z) = M₀/z + M₁/z² + M₂/z³ + … for large |z|. (3)

There are n nested commutators and one closing anticommutator. The absolute moments ∫|ω|ⁿA dω must be finite up to the order used, and (3) is taken along a direction off the real axis. Sums over eigenstates are written as for a discrete spectrum. In a finite-dimensional state space all the operations below are allowed; in an infinite one, the nested commutators must exist and the sums must converge absolutely.

**2. The spectral function**

Write c_mn = ⟨m|c|n⟩. The time factors give ⟨m|c(t)|n⟩ = e^{−i(E_n−E_m)t} c_mn. Inserting a complete set of states in each half of the anticommutator,

⟨c(t)c†⟩ = Σ_mn p_m |c_mn|² e^{−i(E_n−E_m)t},
⟨c†c(t)⟩ = Σ_mn p_n |c_mn|² e^{−i(E_n−E_m)t}.

In the second line the trace runs over |n⟩, which is why p_n appears. The sum is

C(t) = ∫ dω A(ω) e^{−iωt},
A(ω) = Σ_mn (p_m + p_n) |c_mn|² δ(ω − E_n + E_m). (4)

No term is negative, so A ≥ 0. At t = 0, M₀ = C(0) = ⟨{c,c†}⟩ = 1.

For one frequency the time integral in (1) is

−i ∫₀^∞ dt e^{i(z−ω)t} = −i · [0 − 1/(i(z−ω))] = 1/(z−ω),

where the upper limit vanishes because Im z > 0. Therefore

G(z) = ∫ dω A(ω)/(z−ω). (5)

This integral also defines G in the lower half-plane.

**3. Moments are nested commutators**

Take a matrix element of L X. In XK the operator K acts on |n⟩, and in KX it acts on ⟨m|:

⟨m|[X,K]|n⟩ = (E_n − E_m)⟨m|X|n⟩.

Each commutator thus multiplies a matrix element by its transition energy. Applied n times to c,

⟨m|Lⁿc|n'⟩ = (E_n' − E_m)ⁿ ⟨m|c|n'⟩,

where n' labels a state and n counts commutators. Close with the anticommutator, using the same two traces as in Section 2:

⟨{Lⁿc,c†}⟩ = Σ_mn' (p_m + p_n')(E_n' − E_m)ⁿ |c_mn'|² = ∫ dω ωⁿ A(ω).

The last step is (4), and this proves (2).

The moments are also short-time data. Differentiating c(t) gives dc/dt = i[K,c](t), or

i dc/dt = [c,K](t). (6)

Hence (i d/dt)ⁿ C(t) at t = 0 equals ⟨{Lⁿc,c†}⟩, while the same derivative of ∫A e^{−iωt}dω brings down ωⁿ. Low moments describe the first instants after a particle is added or removed.

**4. The high-frequency expansion and its remainder**

For q ≠ 1 the finite geometric sum gives

1/(1−q) = Σ_{n=0}^{N} qⁿ + q^{N+1}/(1−q).

In this section N is the last order kept. Set q = ω/z and divide by z:

1/(z−ω) = Σ_{n=0}^{N} ωⁿ/z^{n+1} + ω^{N+1}/[z^{N+1}(z−ω)].

This is an identity, not an approximation. Multiplying by A and integrating,

G(z) = Σ_{n=0}^{N} M_n/z^{n+1} + R_N(z),
R_N(z) = z^{−N−1} ∫ dω ω^{N+1} A(ω)/(z−ω).

For real ω, |z−ω| ≥ |Im z|, so

|R_N(z)| ≤ ∫ dω |ω|^{N+1} A(ω) / (|z|^{N+1} |Im z|). (7)

At a fixed angle θ from the real axis, |Im z| = |z| |sin θ|, and the remainder falls at least as fast as 1/|z|^{N+2}. That is one power faster than the last term kept, which fixes the coefficient of 1/z^{N+1} as M_N. Together with (2), this completes the proof.

If A vanishes for |ω| > r, then |z−ω| ≥ |z| − r when |z| > r, and

|R_N| ≤ (r/|z|)^{N+1}/(|z| − r) → 0 as N → ∞.

The series then converges in every direction, including along the real axis. For a finite system let r be the distance of the outermost pole from the origin and w > 0 its weight. For even n all contributions to M_n are nonnegative, so M_n ≥ w rⁿ, and the corresponding term of (3) has size at least (w/|z|)(r/|z|)ⁿ. For |z| < r this grows without limit and the series diverges, however small w is.

**5. Computing G and its coefficients without eigenstates**

Define the operator X(z) = −i∫₀^∞ dt e^{izt} c(t), so that G = ⟨{X,c†}⟩. By (6) and an integration by parts,

[X,K] = −i ∫₀^∞ dt e^{izt} (i dc/dt)
= ∫₀^∞ dt e^{izt} dc/dt
= −c − iz ∫₀^∞ dt e^{izt} c(t)
= −c + zX.

This is the linear equation

zX = c + [X,K], or (K + z)X − XK = c. (8)

The second form is a Sylvester equation, for which standard solvers exist. In the eigenbasis its solution is c_mn/(z − E_n + E_m), so it is unique unless z equals a difference E_n − E_m of two eigenvalues of K. This includes differences that carry no weight in A, such as z = 0 (from n = m), where G itself may be finite. Off the real axis the solution is always unique. Substituting the first form into itself N times gives

X = Σ_{n=0}^{N} Lⁿc/z^{n+1} + L^{N+1}X/z^{N+1},

which shows at operator level why the nested commutators are the coefficients.

To extract a coefficient numerically from G, use a circle |z| = R with R > r. With z = Re^{iφ} and dz = iz dφ,

M_n = (1/2πi)∮ dz zⁿ G(z) = average over φ of z^{n+1}G(z).

With P > n equally spaced points starting at angle φ₀, the average also picks up e^{−iPφ₀}M_{n+P}/R^P and higher terms of the same kind, because z^{−P} = e^{−iPφ₀}/R^P takes the same value at all the points. The phase factor is +1 for φ₀ = 0 and −1 for a grid shifted by half a step. The leading unwanted term is at most rⁿ(r/R)^P. Rounding pulls the other way: a relative error ε in G ≈ 1/z becomes an error of order εRⁿ in M_n. A radius moderately larger than r is therefore preferable to one very large z.

**6. Sharing the commutators between c and c†**

High moments need fewer nested commutators if these are divided between the two operators. Expanding all products,

{[X,K],Y} − {X,[K,Y]}
= (XKY − KXY + YXK − YKX) − (XKY − XYK + KYX − YKX)
= XYK + YXK − KXY − KYX
= [{X,Y},K]. (9)

In a stationary state the average of the right side is zero, since Tr(ρ[Z,K]) = Tr([K,ρ]Z) = 0. Also ([X,K])† = KX† − X†K = [K,X†]. Moving q commutators one at a time gives

M_{p+q} = ⟨{Lᵖc, (L^q c)†}⟩, and so M₂ = ⟨{[c,K],[c,K]†}⟩. (10)

In a nonstationary state (10) can fail; Section 7 gives a case.

**7. Mean and variance in the Hubbard model**

Let i, j label sites and σ the spin:

K = Σ_ijσ h_ijσ c†_iσ c_jσ + U Σ_i n_i↑ n_i↓.

The matrix h is Hermitian and its diagonal contains −μ. The rule [a,bd] = {a,b}d − b{a,d} gives

[c_iσ, c†_kσ c_jσ] = δ_ik c_jσ.

In particular [c_iσ,n_iσ] = c_iσ. The opposite-spin occupation, written n̄ = n_{i,−σ}, commutes with every c_jσ. Therefore, dropping the index σ,

[c_i,K] = Σ_j h_ij c_j + U n̄ c_i = Σ_{j≠i} h_ij c_j + B c_i, B = h_ii + U n̄. (11)

The first moment follows from {c_j,c†_i} = δ_ij:

M₁ = ⟨B⟩ = h_ii + U⟨n̄⟩. (12)

For the second, insert (11) in (10). Cross terms contain {c_j,c†_i} with j ≠ i and vanish, which leaves

M₂ = Σ_{j≠i} |h_ij|² + ⟨B²⟩.

Since n̄² = n̄, ⟨B²⟩ = h_ii² + 2h_ii U⟨n̄⟩ + U²⟨n̄⟩. Subtracting M₁² = h_ii² + 2h_ii U⟨n̄⟩ + U²⟨n̄⟩²,

M₂ − M₁² = Σ_{j≠i} |h_ij|² + U²⟨n̄⟩(1 − ⟨n̄⟩). (13)

The mean is the Hartree level evaluated with the true occupation. It is a centre of gravity and need not coincide with a peak. The variance has a hopping part and a part from fluctuations of the opposite-spin occupation. The latter vanishes for ⟨n̄⟩ = 0 or 1 and is largest, U²/4, at ⟨n̄⟩ = 1/2. Without hopping, Lⁿc_i = Bⁿc_i and

M_n = (1−⟨n̄⟩)h_iiⁿ + ⟨n̄⟩(h_ii+U)ⁿ.

These are the moments of two poles a distance U apart, and their variance is the second part of (13).

To see the role of stationarity, put one spin-down electron in the state (|1⟩ + i|2⟩)/√2 and take c = c_2↑. By (9) with X = [c,K] and Y = c†, the nested form of M₂ minus the shared form is ⟨[{X,Y},K]⟩ = U⟨[n_2↓,K]⟩. For real h₁₂ the hopping between sites 1 and 2 contributes

[n_2↓,K] → h₁₂(c†_2↓c_1↓ − c†_1↓c_2↓).

Its average is h₁₂(−i/2 − i/2) = −ih₁₂. Hopping to a third, empty site averages to zero. The difference is −iUh₁₂, which is nonzero because the electron carries a current between the sites.

**8. The tail of the inverse Green's function**

With M₀ = 1, G = (1/z)[1 + M₁/z + M₂/z² + O(1/z³)]. Using 1/(1+x) = 1 − x + x² − …,

1/G = z[1 − M₁/z − M₂/z² + M₁²/z² + O(1/z³)],
z − 1/G = M₁ + (M₂ − M₁²)/z + O(1/z²). (14)

The constant is the mean of A and the 1/z coefficient is its variance. For one site of a lattice this tail contains both parts of (13).

**9. Worked example**

A Hubbard chain of three sites has site energies 0, 0.1 and 0.2 Ry, hoppings h₁₂ = −0.2 and h₂₃ = −0.1 Ry, U = 0.8 Ry, μ = 0.3 Ry and kT = 0.1 Ry. Spin-up levels are shifted by −0.05 Ry and spin-down levels by +0.05 Ry. The orbital is the middle site with spin up, and all 64 many-body states are kept. The thermal state gives ⟨n_2↓⟩ = 0.342076.

The level is h₂₂ = 0.1 − 0.05 − 0.3 = −0.25 Ry. Equation (12) gives

M₁ = −0.25 + 0.8 × 0.342076 = −0.25 + 0.273661 = 0.023661 Ry,

or 0.322 eV above μ. The parts of the variance (13) are

hopping: 0.2² + 0.1² = 0.0500 Ry²,
interaction: 0.8² × 0.342076 × 0.657924 = 0.1440 Ry².

Their sum is 0.1940 Ry². The width, defined as its square root, is 0.4405 Ry or 5.99 eV. Adding M₁² = 0.00056 Ry² gives M₂ = 0.1946 Ry².

The numerical check finds M₀ to M₆ from the eigenstate sum, from matrix commutators and from the contour average of G obtained with (8); the three columns agree to all eight printed decimals. For the nonstationary state of Section 7, the difference is −i × 0.8 × (−0.2) = 0.16i Ry², as printed.

At z = 4i Ry the truncated series has these errors, with (7) as the bound, both in 1/Ry:

last n = 0: error 3.2×10⁻³, bound 2.3×10⁻²
last n = 1: error 3.0×10⁻³, bound 3.0×10⁻³
last n = 2: error 2.1×10⁻⁴, bound 4.8×10⁻⁴
last n = 4: error 1.1×10⁻⁵, bound 1.6×10⁻⁵

Including M₁ hardly helps here. Positive and negative frequencies nearly cancel in M₁, so its term has size 0.0237/16 = 1.5×10⁻³, while the next one has size 0.1946/64 = 3.0×10⁻³. In addition, at z = 4i the term M₁/z² is real and the term M₂/z³ is imaginary, so they add in quadrature: (1.5² + 3.0²)^{1/2} ≈ 3.4, close to the error 3.2 for n = 0, and removing the smaller one changes little. The bound for n = 0 is loose because it contains |ω|, in which positive and negative frequencies do not cancel.

The outermost pole lies at r = 1.843 Ry, with weights below 10⁻²⁰ disregarded as numerical noise. At |z| = 1.25r the series through n = 120 reproduces G to better than 10⁻⁹ 1/Ry. At |z| = 0.5r the term n = 120 alone has size 5×10³⁰ 1/Ry.

**10. Where the expansion fails or must be cut**

*Lorentzian.* Let A = (Γ/π)/(ω²+Γ²). For Im z > 0, close the integral (5) in the lower half-plane, where the one pole is at ω = −iΓ; this gives G = 1/(z+iΓ). Then

z²(G − 1/z) = −iΓz/(z+iΓ) → −iΓ.

The coefficient of 1/z² is imaginary, so it cannot be a real first moment; in the lower half-plane it is +iΓ. The theorem does not apply, because ∫|ω|A dω diverges logarithmically. The second moment cut off at |ω| = W is (2Γ/π)[W − Γ arctan(W/Γ)], which grows in proportion to W. For Γ = 0.1 Ry it is 0.63 Ry² at W = 10 Ry and 1.26 Ry² at W = 20 Ry.

This matters in practice. Evaluating −Im G(ω+iη)/π at finite η replaces each delta function in (4) by a Lorentzian of half width η. Second and higher even moments integrated from such a curve grow with the frequency window. The first moment over a symmetric window |ω| ≤ W still tends to M₁ as W grows, with a relative deficit of about 4η/(πW). The third moment is not protected: for a pole at ω₀, ω³/(ω−ω₀)² ≈ ω + 2ω₀ at large |ω|, so the third moment over |ω| ≤ W contains a term 4ηM₁W/π, which grows with W unless M₁ = 0. They should be computed from pole weights, commutators or the contour average.

*Gaussian.* For a Gaussian A centred at ω = 0 with standard deviation σ, integration by parts gives M_{2k} = (2k−1)σ²M_{2k−2}, and odd moments vanish. Every moment exists, but successive nonzero terms of (3) have the size ratio (2k+1)σ²/|z|², which exceeds 1 for large k at any z. The series is asymptotic and must be cut near its smallest term. For σ = 0.1 Ry and z = 0.3i Ry the ratio is (2k+1)/9 and reaches 1 at k = 4, that is n = 2k = 8. The error relative to |G| is 9.4% with M₀ alone, 0.83% when the last moment kept is M₈, and a factor of 25 when it is M₃₀. At fixed z, adding moments beyond the smallest term makes the result worse; a larger |z| allows more of them to be used.

Numbers as computed

```
Three-site Hubbard chain, middle site, spin up
site energies (Ry): [0.0, 0.1, 0.2]
hoppings h12, h23 (Ry): -0.2, -0.1
U = 0.8 Ry, mu = 0.3 Ry, kT = 0.1 Ry
spin shift: up -0.05 Ry, down 0.05 Ry
number of many-body states: 64
middle-site occupations: up 0.548738, down 0.342076
G at z = (0.5+0.4j) Ry, in 1/Ry:
  time integral      0.6242460-1.1268462j
  equation of motion 0.6242460-1.1268462j
n, M_n in Ry^n: eigenstate sum, commutators, 1/z^(n+1) term
  0  1.00000000  1.00000000  1.00000000
  1  0.02366092  0.02366092  0.02366092
  2  0.19459828  0.19459828  0.19459828
  3  0.05250593  0.05250593  0.05250593
  4  0.08621300  0.08621300  0.08621300
  5  0.04449207  0.04449207  0.04449207
  6  0.05609788  0.05609788  0.05609788
level measured from mu: -0.2500 Ry
Hartree shift U*n_down: 0.273661 Ry
mean from formula: 0.023661 Ry = 0.3219 eV
variance: hopping part 0.050000 Ry^2
variance: interaction part 0.144038 Ry^2
variance from moments: 0.194038 Ry^2
width (root of variance): 0.440498 Ry = 5.9933 eV
z*(z - 1/G - M1) at z = 1000i Ry: 0.194038 Ry^2
M2 with shared commutators, thermal: 0.19459828 Ry^2
nested minus shared, moving electron: 0.1600i Ry^2
z = 4i Ry: last n kept, error of G and its bound (1/Ry)
  0  3.226e-03  2.294e-02
  1  2.966e-03  3.041e-03
  2  2.109e-04  4.764e-04
  3  8.159e-05  8.419e-05
  4  1.081e-05  1.635e-05
outermost pole distance r: 1.84275 Ry
|z| = 1.25 r: error after n = 120 is below 1e-9 1/Ry: True
|z| = 0.5 r: size of term n = 120: 5.2e+30 1/Ry
Lorentzian, half width 0.1 Ry, z = 10i Ry:
  z^2*(G - 1/z) = -0.099010i Ry
  second moment cut at 10, 20 Ry: 0.6267, 1.2633 Ry^2
Gaussian, sigma 0.1 Ry, z = 0.3i Ry, relative error of G:
  last moment kept n = 0: 9.437e-02
  last moment kept n = 8: 8.298e-03
  last moment kept n = 30: 2.521e+01
```
